# Iodine spin-orbit coupling and the atomisation energy of TiI4

## Problem

Titanium tetraiodide is the volatile compound that carries titanium to a hot filament in iodide refining. Its atomisation energy is the energy needed for

$$\mathrm{TiI_4(g)\to Ti(g)+4\,I(g)} .$$

An electronic-structure calculation without spin-orbit coupling has given a value for this energy. The iodine atom has two low levels, $^2P_{3/2}$ (the ground level) and $^2P_{1/2}$, separated by $D=7603\ \mathrm{cm^{-1}}$.

(a) In which direction, and by how much in kJ/mol, does spin-orbit coupling in the iodine atoms change the computed atomisation energy? Neglect the coupling in titanium and in the molecule.

(b) What is the rough size of the neglected contributions, and which sign does each have?

Three assumptions define part (a). The computed iodine energy is that of the unsplit $^2P$ term; scalar relativistic effects may be included in it, but spin-orbit coupling may not. The atoms end in their lowest levels. The two iodine levels are described within the configuration $5p^5$.

## Hints

1. Write the atomisation energy as a difference of total energies. With which sign does an atomic energy enter?
2. The calculation without spin-orbit coupling yields neither of the two levels. Where does its energy lie between them? Count the states in each level.
3. The trace of the spin-orbit operator over all states of $5p^5$ is zero. Show this by looking at the one electron that is missing from the filled shell.
4. For the molecule, ask first what the expectation value of a spin-dependent operator is when every orbital holds two electrons of opposite spin.

## Solution of part (a)

### The sign

Let $E$ denote a total electronic energy. The atomisation energy is

$$D_{\rm at}=E(\mathrm{Ti})+4E(\mathrm{I})-E(\mathrm{TiI_4}) .$$

If spin-orbit coupling changes each energy by $\delta E$, then

$$\delta D_{\rm at}=\delta E(\mathrm{Ti})+4\,\delta E(\mathrm{I})-\delta E(\mathrm{TiI_4}) .\qquad(1)$$

A lowering of the atoms lowers $D_{\rm at}$, because the separated products become more stable. A lowering of the molecule raises it. Part (a) keeps the middle term alone, so the task is to find $\delta E(\mathrm I)$.

### The six states of the iodine atom

A $p$ shell has six spin orbitals, labelled by $m_l=1,0,-1$ and $m_s=\pm\tfrac12$. Five electrons leave one of them empty, so $5p^5$ has six states. They form a single term with $L=1$ and $S=\tfrac12$, since $(2L+1)(2S+1)=6$. The electron repulsion commutes with the total orbital and spin angular momenta, whose ladder operators connect all six states. It therefore gives all six the same energy, which is the energy of the unsplit $^2P$ term. We take it as zero.

The splitting comes from

$$H_{\rm so}=\zeta\sum_i \mathbf l_i\cdot\mathbf s_i ,\qquad \zeta>0,$$

with angular momenta in units of $\hbar$. This operator is unchanged by a joint rotation of space and spin, so it conserves $J$. The six states divide into $J=\tfrac32$ (four states) and $J=\tfrac12$ (two states). Each $J$ occurs once, so there are just two energies to find, $E_{3/2}$ and $E_{1/2}$.

### Two conditions for two energies

Write the one-electron operator as

$$\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12\left(l_+s_-+l_-s_+\right).$$

The ladder part moves an electron to a different spin orbital, so it has no diagonal element in a determinant. The diagonal element of $H_{\rm so}$ is thus $\zeta\sum m_lm_s$ over the occupied spin orbitals. Over a filled shell this sum vanishes, because each $m_l$ occurs with both signs of $m_s$. If the spin orbital $(m_l,m_s)$ is empty, what remains is

$$\langle H_{\rm so}\rangle=\zeta\,(0-m_lm_s)=-\zeta\,m_lm_s .\qquad(2)$$

The first condition follows from summing (2) over the six possible positions of the hole. The sum of $m_lm_s$ is again zero, so the trace of $H_{\rm so}$ vanishes. The trace is also the sum of the eigenvalues, hence

$$4E_{3/2}+2E_{1/2}=0 .\qquad(3)$$

The unsplit term therefore lies at the average of the levels weighted by their numbers of states.

The second condition follows from the state with the largest projection, $M_J=\tfrac32$. To obtain $M_L=1$ and $M_S=\tfrac12$, the missing electron must have $m_l=-1$ and $m_s=-\tfrac12$. No other state of the six has $M_J=\tfrac32$, so this determinant is an eigenstate, and it belongs to $J=\tfrac32$. Equation (2) gives

$$E_{3/2}=-\zeta\,(-1)\left(-\tfrac12\right)=-\tfrac12\zeta .$$

From (3), $E_{1/2}=-2E_{3/2}=+\zeta$. The level with the larger $J$ lies lower, as it must for the given order of the iodine levels. Diagonalising the many-electron matrix of $\sum\mathbf l_i\cdot\mathbf s_i$ for five electrons gives the same pattern: four eigenvalues $-0.5$ and two eigenvalues $1$.

### From the splitting to the shift

The splitting is

$$D=E_{1/2}-E_{3/2}=\zeta+\tfrac12\zeta=\tfrac32\zeta ,$$

so $\zeta=\tfrac23D$, and

$$\delta E(\mathrm I)=E_{3/2}=-\tfrac12\cdot\tfrac23D=-\tfrac13D .\qquad(4)$$

The ground level has four of the six states, so the average lies closer to it than to the upper level. The distances from the average are $D/3$ downwards and $2D/3$ upwards.

The number of electrons matters here. A single $p$ electron also has levels with $J=\tfrac32$ and $J=\tfrac12$, but $\mathbf l\cdot\mathbf s$ is then $+\tfrac12$ and $-1$. The lowest level has two states and lies $2D/3$ below the average. For the same $D$, the shift would be twice that of iodine.

### The number

For iodine,

$$\frac D3=\frac{7603}{3}\ \mathrm{cm^{-1}}=2534.33\ \mathrm{cm^{-1}} .$$

A wavenumber becomes a molar energy on multiplication by $N_Ahc$, and $1\ \mathrm{cm^{-1}}$ corresponds to $0.0119627$ kJ/mol. Each atom is therefore lowered by

$$2534.33\times0.0119627=30.32\ \mathrm{kJ/mol}.$$

With (1), the four atoms give

$$\delta D_{\rm at}=-\frac{4D}{3}=-4\times30.317\ \mathrm{kJ/mol}=-121.3\ \mathrm{kJ/mol}.$$

Atomic spin-orbit coupling in iodine lowers the computed atomisation energy by 121 kJ/mol, or 1.257 eV per molecule.

The correction must be added once. If the atoms were already computed with spin-orbit coupling, their energies contain it, and (4) must not be applied again.

## Solution of part (b)

### Titanium

The ground term of titanium is $^3F$ from $3d^2$, with $L=3$ and $S=1$. Within one term, $H_{\rm so}$ has the same matrix elements as $A\,\mathbf L\cdot\mathbf S$, by the Wigner-Eckart theorem applied to the orbital and spin vectors. From $\mathbf J=\mathbf L+\mathbf S$ we have $2\,\mathbf L\cdot\mathbf S=J^2-L^2-S^2$, so

$$E_J=\tfrac12A\left[J(J+1)-12-2\right].$$

This gives $E_2=-4A$, $E_3=-A$ and $E_4=3A$. The sign of $A$ follows from the state with both spins up and $m_l=2,1$. There $\zeta_d\sum m_lm_s=\tfrac32\zeta_d$ must equal $A\,M_LM_S=3A$, so $A=\tfrac12\zeta_d>0$, and $J=2$ is lowest. It lies $4A$ below the term, while the total spread is $7A$. With a rough spread of $390\ \mathrm{cm^{-1}}$,

$$\delta E(\mathrm{Ti})=-\tfrac47\times390\times0.0119627\ \mathrm{kJ/mol}\approx-2.7\ \mathrm{kJ/mol}.$$

Titanium lowers the atomisation energy a little further.

### The molecule: no first-order shift

Take $\mathrm{TiI_4}$ as a closed-shell singlet in which each occupied orbital $\phi_i$ holds both spins. The first-order shift from one iodine atom is

$$\zeta\sum_i\langle\phi_i|\mathbf l|\phi_i\rangle\cdot\sum_{\tau}\langle\tau|\mathbf s|\tau\rangle=0 ,$$

where $\tau$ runs over spin up and spin down. Each component of $\mathbf s$ has zero trace, so the second factor vanishes. This is why the atomic shift survives in the energy difference: the open shell of the atom has a first-order shift, and the closed shell of the molecule has none.

### The molecule: the second-order shift

In second order, the coupling mixes excited states into the ground state. The second-order shift of a ground state is never positive. The molecule is stabilised, and by (1) part of the atomic effect is taken back.

A model of one Ti-I bond gives the size. Let $z$ lie along the bond. The iodine orbitals $p_x$ and $p_y$ are filled lone pairs, and $p_z$ forms a filled bonding orbital and an empty antibonding orbital $\sigma^*$. Let $q$ be the weight of $p_z$ in $\sigma^*$, and $\Delta$ the energy of $\sigma^*$ above the lone pairs. Electrons are treated as independent.

For real $p$ orbitals, $\langle p_z|l_y|p_x\rangle=-i$ and $\langle p_z|l_x|p_y\rangle=i$; the other components vanish for these pairs. The squared coupling of $p_x$ to $\sigma^*$, summed over initial and final spins, is

$$\zeta^2q\sum_{\tau\tau'}|\langle\tau'|s_y|\tau\rangle|^2=\zeta^2q\,\mathrm{Tr}(s_y^2)=\tfrac12\zeta^2q .$$

The orbital $p_y$ gives the same amount. The bonding orbital gives nothing, because $\langle p_z|\mathbf l|p_z\rangle=0$. Couplings between filled orbitals do not change the total energy in this order. Hence, per iodine atom,

$$\delta E_{\rm mol}\approx-\frac{\zeta^2q}{\Delta}.\qquad(5)$$

The limit $q\to0$ is the iodide ion, whose $5p$ shell is full: nothing is left to mix with, and the shift vanishes in this model.

With $\zeta=0.6284$ eV and the rough inputs $q=0.3$ and $\Delta=3$ eV,

$$4\times\frac{0.6284^2\times0.3}{3}\ \mathrm{eV}=0.158\ \mathrm{eV},$$

which is 15.2 kJ/mol. Diagonalising the one-electron matrix of the same model, with the bonding orbital 1 eV below the lone pairs, gives 13.9 kJ/mol. For $\Delta=5$ eV the two values are 9.1 and 8.6 kJ/mol. Formula (5) is thus about 10 % and 6 % above the full model result, and the agreement is better at the larger gap, as expected of an expansion in $\zeta/\Delta$.

### Mixing of configurations in iodine

The coupling also mixes $5p$ with higher $p$ orbitals, so the $^2P$ term does not lie strictly at the weighted average of the two levels. Consider one outer $p$ shell at an energy $G$ above $5p$, coupled to it by $r\zeta\,\mathbf l\cdot\mathbf s$, and again independent electrons. In second order, a $5p$ electron is lowered by $(r\zeta)^2(\mathbf l\cdot\mathbf s)^2/G$. With $x=(r\zeta)^2/G$, this is $x/4$ for $j=\tfrac32$ and $x$ for $j=\tfrac12$.

The ground level has two electrons with $j=\tfrac12$ and three with $j=\tfrac32$. The upper level has one and four. Their energies are

$$E_{3/2}=-\tfrac12\zeta-\tfrac{11}{4}x,\qquad E_{1/2}=\zeta-2x .$$

The splitting is now $D'=\tfrac32\zeta+\tfrac34x$, and a third of it is $\tfrac12\zeta+\tfrac14x$. The atom is thus lowered by $\tfrac{11}4x-\tfrac14x=\tfrac52x$ more than the one-third rule says.

The iodine atoms in the molecule undergo similar mixing. If each is represented by a filled, iodide-like shell, with two electrons of $j=\tfrac12$ and four of $j=\tfrac32$, its lowering is $2x+x=3x$. The difference is $\tfrac52x-3x=-\tfrac12x$ per atom, so in this model most of the effect cancels in the atomisation energy.

For a diagonalisation, the outer shell also needs its own coupling, taken as $r^2\zeta\,\mathbf l\cdot\mathbf s$; it does not enter the second-order shifts above. For the rough inputs $r=0.5$ and $G=9$ eV, with $\zeta$ held at 0.6284 eV, diagonalisation of this model gives 10.3 kJ/mol for four atoms alone. After the offset by the filled shells, $-2.1$ kJ/mol remains: the lowering of the atomisation energy becomes slightly smaller. The degree of cancellation rests on the iodide-like picture of the bound atom. The size also rests on keeping a single outer shell. Spin-orbit coupling is strongest near the nucleus, where it connects $5p$ to many higher $p$ states, including unbound ones, and to the filled inner $p$ shells, whose part of the net shift has the opposite sign. A single outer shell represents neither of these sums, so the net shift in real iodine can be several times larger than this model value. The value for the atoms alone also covers the $5p$ electrons only. In an all-electron calculation the core shells are lowered in second order as well, by an amount of the order of $10^3$ kJ/mol per atom. That shift is nearly the same in the free and the bound atom and drops out of the atomisation energy, provided both are treated alike.

### What the numbers mean for the real compound

Adding the estimates as reductions of the atomisation energy gives, for $\Delta=3$ eV,

$$121.3+2.7-2.1-13.9\approx108\ \mathrm{kJ/mol},$$

and 113 kJ/mol for $\Delta=5$ eV. These sums contain the effects sized here and no others. They are not bounds: the $p$ states left out of the mixing model could change them by an amount of the order of 10 kJ/mol.

The atomisation energy of $\mathrm{TiI_4}$ is roughly 1200 kJ/mol, so the atomic correction is about 10 % of it. Within the models used here, the largest neglected term is the molecular shift, which changes the correction itself by about a tenth. A full treatment of the mixing in iodine could give a term of similar size. The bond model is crude as well. Real $\mathrm{TiI_4}$ has five titanium $3d$ orbitals to receive charge, its lone pairs take part in bonding, and lone pairs on different iodine atoms interact. The values of $q$ and $\Delta$ are rough choices, not results for the molecule. The sign of the second-order shift is secure, while its size is known here to an order of magnitude. If an accuracy of a few kJ/mol is wanted, the molecule needs its own calculation with spin-orbit coupling, and the atoms must be treated at the same level.

## Variation 1: a partly iodinated molecule

**Question.** A closed-shell molecule $\mathrm{TiI}_n\mathrm{Cl}_{4-n}$ is atomised. How does the iodine part of the correction depend on $n$, and how much of it appears in the energy of the exchange $\mathrm{TiI_4+4\,Cl\to TiCl_4+4\,I}$, with free atoms on both sides?

**Solution.** Equation (1) now contains $n$ iodine atoms, so within the assumptions of part (a) their contribution is

$$\delta D_{\rm at}=-\frac{nD}{3}=-30.3\,n\ \mathrm{kJ/mol}.$$

It is $-60.6$ kJ/mol for $n=2$. Chlorine atoms add a term of the same form with their own splitting, which is not included here.

In the exchange reaction, four free iodine atoms appear among the products. The reaction energy is products minus reactants, so iodine contributes $4\,\delta E(\mathrm I)=-121$ kJ/mol. The free chlorine atoms are reactants, and their lowering enters with the opposite sign. By contrast, in a reaction that passes from one closed-shell molecule to another, such as $\mathrm{TiI_4+2\,Cl_2\to TiCl_4+2\,I_2}$, no free atom occurs. The first-order atomic correction is then absent, and differences of second-order molecular shifts remain. The correction belongs to the free atoms and not to the bonds.

## Variation 2: dissociation at a hot filament

**Question.** By what factor does iodine spin-orbit coupling change the equilibrium constant of complete dissociation at a rough filament temperature of $T=1600$ K? Hold the temperature and all titanium and molecular properties fixed.

**Solution.** The equilibrium constant contains the fourth power of the electronic partition function of iodine. Without the coupling, six states lie at zero energy, and the partition function is 6. With it, four states lie at $-D/3$ and two at $+2D/3$. The ratio of the equilibrium constants is

$$F=\left[\frac{4e^{D/3k_BT}+2e^{-2D/3k_BT}}{6}\right]^4
=e^{4D/3k_BT}\left[\frac{4+2e^{-D/k_BT}}{6}\right]^4 .$$

The second form follows on taking $e^{D/3k_BT}$ out of the bracket. The first factor is the energy shift of part (a), and at 1600 K it is 9098. The second describes the loss of accessible atomic states. It is 0.1980, close to its low-temperature limit $(4/6)^4=16/81$, because the upper level holds just 0.054 % of the atoms. The product is

$$F=9098\times0.1980\approx1.8\times10^3 .$$

Using the energy shift alone would overestimate the factor about fivefold. For $k_BT\gg D$, the exponentials in the first form can be expanded. The linear terms cancel by (3), and $F\to1$: the coupling then has no effect on the equilibrium.

At the filament titanium is deposited as a solid. The factor $F$ is unchanged for $\mathrm{TiI_4(g)\to Ti(s)+4\,I(g)}$, since it comes from the iodine atoms alone. The molecular stabilisation acts against it. From $\ln9098=9.116$ we have $RT=121.27/9.116=13.3$ kJ/mol, so a stabilisation of 8.6 to 13.9 kJ/mol multiplies the equilibrium constant by $e^{-0.65}$ to $e^{-1.05}$, that is, by about 0.5 to 0.35. The factor of 1800 then falls to about 630 to 940. An energy error of one tenth of the correction is thus a factor of two to three in the equilibrium constant at this temperature.

The inputs and computed values are collected in the numerical output below. Its lines labelled "all effects" refer to the effects sized in part (b).

## Numbers as computed

```
Given iodine splitting D: 7603 cm^-1
Conversion: 1 cm^-1 = 0.0119627 kJ/mol
5p^5 levels / zeta: [-0.5 -0.5 -0.5 -0.5  1.   1. ]
Coupling constant zeta: 5068.7 cm^-1 = 0.6284 eV
Ground level below 2P term: 2534.33 cm^-1
Upper level above 2P term: 5068.67 cm^-1
Shift per iodine atom: 30.317 kJ/mol
MAIN RESULT, four iodine atoms: 121.27 kJ/mol
Main result per molecule: 1.2569 eV
Fraction of D for one p electron: 0.6667
Rough atomisation energy (input): 1200 kJ/mol
Share of rough energy: 10.1 %
Rough Ti 3F spread (input): 390 cm^-1
Ti ground-level fraction of spread: 0.5714
Ti extra lowering of atomisation energy: 2.7 kJ/mol
Rough iodine share of empty orbital (input): 0.3
Rough gap (input): 3.0 eV
  molecular stabilisation, full model: 13.9 kJ/mol
  same, second-order formula: 15.2 kJ/mol
  rough net lowering, all effects: 108 kJ/mol
Rough gap (input): 5.0 eV
  molecular stabilisation, full model: 8.6 kJ/mol
  same, second-order formula: 9.1 kJ/mol
  rough net lowering, all effects: 113 kJ/mol
Outer-shell relative amplitude (rough input): 0.5
Outer-shell gap (rough input): 9.0 eV
Mixing, four atoms alone: +10.3 kJ/mol
Mixing, net after filled-shell offset: -2.1 kJ/mol
Rough filament temperature (input): 1600 K
Population of 2P1/2: 0.054 %
Thermal excitation of four I atoms: 0.20 kJ/mol
Equilibrium factor from energy alone: 9098
Factor from loss of atomic states: 0.1980
Total equilibrium factor: 1801
```
